# Deriving the Nanoquanta kernel by matching TDDFT and Bethe-Salpeter equations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the two four-point equations to the kernel

**Q.** I am told that an excitonic kernel for TDDFT follows from setting the TDDFT and Bethe-Salpeter equations side by side in the space of transitions and equating their kernels. One kernel depends on two points and the other on four, so I doubt it. First tell me which Bethe-Salpeter equation (BSE) you mean and what it assumes.

**A.** I use atomic units and a closed shell, and I make three assumptions. The quasiparticles are eigenstates of a static Hermitian one-body operator \(h\), with orthonormal orbitals \(\psi_n\), energies \(\varepsilon_n\), occupations \(f_n=0\) or \(1\) per spin, and a gap. The screened interaction \(W(\mathbf r,\mathbf r')\) is static, real and symmetric. The change of \(W\) under the perturbation is neglected. The density matrix per spin then obeys \(i\,\partial_t\gamma=[H,\gamma]\) with \(H=h+\delta H\) and

\[ \delta H(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\,[\delta v+\delta v_H](\mathbf r)-W(\mathbf r,\mathbf r')\,\delta\gamma(\mathbf r,\mathbf r'). \]

Here \(\delta v\) is a spin-independent external potential, \(\delta v_H=v\,\delta n\) is the Hartree potential of the bare interaction \(v\), and the last term is the change of the screened-exchange self-energy \(-W\gamma\). Both spins respond alike, so \(\delta n(\mathbf r)=2\,\delta\gamma(\mathbf r,\mathbf r)\), while the exchange term acts within one spin and has no factor 2. To first order in \(\delta v\), with time dependence \(e^{-i\omega t}\) and \(\omega\) in the upper half plane for the retarded response,

\[ \omega\,\delta\gamma=[h,\delta\gamma]+[\delta H,\gamma_0]. \]

Take the element between \(\langle m|\) and \(|n\rangle\) and write \(X_{mn}=\langle m|\delta\gamma|n\rangle\). Since \(h\) and \(\gamma_0\) are diagonal in the orbitals,

\[ \omega X_{mn}=(\varepsilon_m-\varepsilon_n)X_{mn}+(f_n-f_m)\,\delta H_{mn}. \]

Pairs with \(f_n=f_m\) have no source and drop out. The others are the transitions \(t=(n\to m)\), with \(s_t=f_n-f_m=\pm1\): resonant (\(v\to c\), \(s=+1\)) and antiresonant (\(c\to v\), \(s=-1\)). In both cases \(\varepsilon_m-\varepsilon_n=s_tE_t\) with \(E_t>0\). Multiplying by \(s_t\) and using \(s_t^2=1\),

\[ (s_t\omega-E_t)X_t=\delta H_t,\qquad g_t(\omega)\equiv\frac{1}{s_t\omega-E_t}. \tag{1} \]

The diagonal matrix \(g\) is the independent-quasiparticle four-point function in transition space.

**Q.** The right side still contains \(X\). Close the equation, and keep the factors of 2 where I can see them.

**A.** Expand \(\delta\gamma(\mathbf r,\mathbf r')=\sum_tX_t\,\psi_m(\mathbf r)\psi_n^*(\mathbf r')\) and define the transition density \(\Phi_t(\mathbf r)=\psi_n^*(\mathbf r)\psi_m(\mathbf r)\). Then \(\delta n=2\sum_t\Phi_tX_t\), and a local potential \(u\) has the element \(\langle m|u|n\rangle=\int\Phi_t^*\,u\). Choose \(N_G\) orthonormal functions \(b_a(\mathbf r)\) for densities and potentials, and let \(\Phi\) be the \(N_G\times N_t\) matrix \(\Phi_{at}=\int b_a^*\Phi_t\), where \(N_t\) is the number of transitions. If the \(b_a\) do not span all \(\Phi_t\), then \(\delta v\), \(v\) and the response function are understood as restricted to their span. With this, \(\delta n=2\Phi X\), the external term is \(\Phi^\dagger\delta v\) and the Hartree term is \(\Phi^\dagger v\,\delta n=2\Phi^\dagger v\Phi X\). The exchange term is \(\sum_{t'}K_{tt'}X_{t'}\), obtained by inserting the expansion of \(\delta\gamma\) and taking the \((m,n)\) element:

\[ K_{tt'}=-\int\! d\mathbf r\,d\mathbf r'\;\psi_m^*(\mathbf r)\psi_{m'}(\mathbf r)\,W(\mathbf r,\mathbf r')\,\psi_n(\mathbf r')\psi_{n'}^*(\mathbf r'). \tag{2} \]

Exchanging \(t\) and \(t'\) and conjugating returns the same integrand because \(W\) is real, so \(K\) is Hermitian. Equation (1) becomes \([g^{-1}-2\Phi^\dagger v\Phi-K]X=\Phi^\dagger\delta v\), and from \(\delta n=\chi\,\delta v\),

\[ \chi=2\Phi\,[\,g^{-1}-2\Phi^\dagger v\Phi-K\,]^{-1}\Phi^\dagger. \tag{3} \]

With \(v=W=0\) this is \(\chi_0=2\Phi g\Phi^\dagger\). In (2) the orbitals \(\psi_m\) and \(\psi_n\) of one transition sit at different points, so \(K\) is not built from \(\Phi_t\). That is the obstacle you raised.

**Q.** Before I build on (3), has it been compared with something that does not use transitions?

**A.** Yes, on an open chain of five sites with hopping 1.5 eV, on-site energies 0, 0.6, −0.4, 0.9 and −0.2 eV, two occupied orbitals, empty levels raised by 2.0 eV, and \(v=3.0/(1+d)\) eV, \(W=1.5/(1+d)\) eV for sites \(d\) apart. There are \(2\times3=6\) resonant transitions, so \(N_t=12\). Orthogonality gives \(\int\Phi_t=0\), so \(\chi_0\) annihilates a constant potential, and the density basis is the space orthogonal to the constant, \(N_G=4\). The linearized equation of motion was solved directly for the matrix \(\delta\gamma_{ij}\) on site pairs. At \(\omega=2+0.5i\) eV it agrees with (3) to \(1.7\times10^{-15}\), relative in the Frobenius norm, which I use for all matrix errors. The numerical output after this text lists every such figure.

**Q.** TDDFT starts from Kohn-Sham energies and is a two-point equation. How does it acquire the shape of (3)?

**A.** In two moves. The TDDFT equation \(\chi=\chi_{KS}+\chi_{KS}(v+f_{xc})\chi\) reads \(\chi^{-1}=\chi_{KS}^{-1}-v-f_{xc}\) wherever the inverses exist on the span of the \(b_a\). Split the kernel as

\[ f_{xc}=(\chi_{KS}^{-1}-\chi_0^{-1})+f. \tag{4} \]

Substituting, \(\chi_{KS}^{-1}\) cancels and \(\chi^{-1}=\chi_0^{-1}-v-f\). The bracket in (4) turns the Kohn-Sham response into the independent-quasiparticle response, and so opens the gap; \(f\) has to supply the electron-hole attraction. The second move lifts the equation to four points. Define \(Y=[g^{-1}-2\Phi^\dagger(v+f)\Phi]^{-1}\). Multiplying \([g^{-1}-2\Phi^\dagger(v+f)\Phi]Y=1\) by \(g\) gives \(Y=g+2g\Phi^\dagger(v+f)\Phi Y\). Apply \(2\Phi\) on the left and \(\Phi^\dagger\) on the right:

\[ 2\Phi Y\Phi^\dagger=2\Phi g\Phi^\dagger+(2\Phi g\Phi^\dagger)(v+f)(2\Phi Y\Phi^\dagger). \]

The product \(2\cdot2\) on the right has been shared between the two brackets. This is \(\chi=\chi_0+\chi_0(v+f)\chi\), so

\[ \chi=2\Phi\,[\,g^{-1}-2\Phi^\dagger v\Phi-2\Phi^\dagger f\Phi\,]^{-1}\Phi^\dagger. \tag{5} \]

Equations (3) and (5) differ in one term, \(K\) against \(2\Phi^\dagger f\Phi\).

**Q.** Could the \(f\) that reproduces (3) depend on \(v\)? Then a matching done without \(v\) would be worthless.

**A.** It does not. Define the irreducible response

\[ P=2\Phi\,[\,g^{-1}-K\,]^{-1}\Phi^\dagger, \tag{6} \]

and let \(M_0=g^{-1}-K\), \(Z=[M_0-2\Phi^\dagger v\Phi]^{-1}\). As before, \(Z=M_0^{-1}+2M_0^{-1}\Phi^\dagger v\Phi Z\), and contraction with \(2\Phi\) and \(\Phi^\dagger\) gives \(\chi=P+Pv\chi\), or \(\chi^{-1}=P^{-1}-v\). The step works because \(v\) enters between \(\Phi^\dagger\) and \(\Phi\). Comparing with \(\chi^{-1}=\chi_0^{-1}-v-f\),

\[ f(\omega)=\chi_0^{-1}(\omega)-P^{-1}(\omega). \tag{7} \]

I call this the full kernel. For given \(W\) and quasiparticle energies it contains no \(v\), and it reproduces this static BSE, which is less than reproducing the many-electron system. On the chain, \(f\) from the equation of motion at \(v=0\), inserted with (4) into the TDDFT equation with \(v\) on, returns the response with \(v\) and \(W\) to \(1.9\times10^{-15}\). Equation (7) needs the solved BSE, so it defines the target without being a way to avoid the work.

**Q.** Then equate the two terms, \(2\Phi^\dagger f\Phi=K\), and solve for a static \(f\). Why is that not the end?

**A.** Because in general it has no solution. It is \(N_t^2\) conditions on \(N_G^2\) unknowns, and the obstruction can be made sharp. If \(N_t>N_G\) there is a vector \(x\neq0\) with \(\Phi x=0\), a superposition of transitions that carries no density in the basis. The left side gives \(x^\dagger(2\Phi^\dagger f\Phi)x=0\) for any \(f\). For the right side set \(\gamma_x(\mathbf r,\mathbf r')=\sum_tx_t\psi_m(\mathbf r)\psi_n^*(\mathbf r')\). The sums over \(t\) and \(t'\) in (2) assemble \(\gamma_x^*\) and \(\gamma_x\):

\[ x^\dagger Kx=-\int\! d\mathbf r\,d\mathbf r'\;W(\mathbf r,\mathbf r')\,|\gamma_x(\mathbf r,\mathbf r')|^2. \tag{8} \]

Orthonormality gives \(\int|\gamma_x|^2=x^\dagger x>0\). So if \(W>0\) at all pairs of points, \(K\) is negative definite and element-by-element matching is impossible whenever \(N_t>N_G\). Positivity of \(W\) holds in both models used here; for a general screened interaction it is an assumption.

For real orbitals the obstruction is visible in the blocks. Then \(\Phi_{(v'\to c')}=\Phi_{(c'\to v')}\), so \(2\Phi^\dagger f\Phi\) has equal elements in these two columns. In row \((v\to c)\), equation (2) gives \(-\int\psi_c\psi_{c'}(\mathbf r)W\psi_v\psi_{v'}(\mathbf r')\) for the first and \(-\int\psi_c\psi_{v'}(\mathbf r)W\psi_v\psi_{c'}(\mathbf r')\) for the second, which are different integrals. They coincide for a contact interaction \(W=w\,\delta(\mathbf r-\mathbf r')\). There (2) collapses to \(K_{tt'}=-w\int\Phi_t^*\Phi_{t'}\), which is \(-w\Phi^\dagger\Phi\) in a basis spanning the \(\Phi_t\), and \(f=-w/2\) matches every element. This does not contradict (8), since a contact \(W\) vanishes off the diagonal. On the chain the least-squares best \(f\) leaves a residual of 0.585 of the norm of \(K\), and 0.364 if the resonant block alone is fitted.

**Q.** So the matching fails. What is left of the derivation?

**A.** A weaker demand. Equations (3) and (5) need to agree only after contraction to the density, so impose the matching in the combinations that the density sees at lowest order. Multiply \(2\Phi^\dagger f\Phi=K\) by \(2\Phi g\) on the left and by \(g\Phi^\dagger\) on the right. The left side becomes \((2\Phi g\Phi^\dagger)f(2\Phi g\Phi^\dagger)=\chi_0f\chi_0\). The right side is

\[ T(\omega)=2\Phi gKg\Phi^\dagger,\qquad T_{ab}=2\sum_{tt'}\frac{\Phi_{at}\,K_{tt'}\,\Phi^*_{bt'}}{(s_t\omega-E_t)(s_{t'}\omega-E_{t'})}. \tag{9} \]

These are \(N_G^2\) conditions on \(N_G^2\) unknowns at each frequency, solved wherever \(\chi_0\) is invertible by

\[ f^{(1)}(\omega)=\chi_0^{-1}(\omega)\,T(\omega)\,\chi_0^{-1}(\omega). \tag{10} \]

This is the Nanoquanta kernel. The weights \(g_t(\omega)\) make it depend on frequency although \(W\) is static. In real space, inserting (2) into (9),

\[ T(\mathbf r_1,\mathbf r_2)=-2\int\! d\mathbf r\,d\mathbf r'\;\ell(\mathbf r_1;\mathbf r,\mathbf r')\,W(\mathbf r,\mathbf r')\,\bar\ell(\mathbf r,\mathbf r';\mathbf r_2), \]

with the three-point functions \(\ell=\sum_t\Phi_t(\mathbf r_1)g_t\psi_m^*(\mathbf r)\psi_n(\mathbf r')\) and \(\bar\ell=\sum_t\psi_m(\mathbf r)\psi_n^*(\mathbf r')g_t\Phi_t^*(\mathbf r_2)\). An electron-hole pair is created at one point, propagates, interacts once through \(-W\), propagates and is annihilated at one point.

**Q.** Those weights look chosen for convenience. Other weights would give another kernel.

**A.** They are fixed by asking for agreement with (7) at first order. Scale \(W\to\lambda W\) at fixed orbitals and fixed \(E_t\); the dependence of the quasiparticle energies on \(W\) is already in \(\chi_0\) and is not expanded. The series \([g^{-1}-\lambda K]^{-1}=g+\lambda gKg+\lambda^2gKgKg+\dots\), valid at a fixed \(\omega\) away from the poles of \(g\) for small enough \(\lambda\), gives

\[ P=\chi_0+\lambda T+\lambda^2T_2+O(\lambda^3),\qquad T_2=2\Phi gKgKg\Phi^\dagger. \]

Use \((A+B)^{-1}=A^{-1}-A^{-1}BA^{-1}+A^{-1}BA^{-1}BA^{-1}-\dots\) with \(A=\chi_0\), \(B=\lambda T+\lambda^2T_2\), and collect powers:

\[ P^{-1}=\chi_0^{-1}-\lambda\chi_0^{-1}T\chi_0^{-1}-\lambda^2\chi_0^{-1}\,[T_2-T\chi_0^{-1}T]\,\chi_0^{-1}+O(\lambda^3). \]

Inserting this in (7), \(f=\lambda f^{(1)}+\lambda^2f^{(2)}+O(\lambda^3)\), with \(f^{(1)}\) equal to (10) and

\[ f^{(2)}=\chi_0^{-1}\,[\,T_2-T\chi_0^{-1}T\,]\,\chi_0^{-1}. \tag{11} \]

The coefficient of \(\lambda\) is unique, so other weights either give the same matrix or are wrong at first order. On the chain, \(df/d\lambda\) at \(\lambda=0\), taken by finite differences from the site-basis equation of motion, agrees with (10) to \(4.0\times10^{-11}\) relative.

**Q.** If first order is all that is right, why solve a Dyson equation with \(f^{(1)}\) instead of stopping at \(\chi_0+T\)?

**A.** The sum \(\chi_0+T\) has its poles at \(\omega=s_tE_t\) and nowhere else, so it cannot hold a bound state. The Dyson equation gives \(P_{NQ}=[\chi_0^{-1}-f^{(1)}]^{-1}\). Factoring \(\chi_0^{-1}-\chi_0^{-1}T\chi_0^{-1}=\chi_0^{-1}(\chi_0-T)\chi_0^{-1}\),

\[ P_{NQ}=\chi_0\,(\chi_0-T)^{-1}\chi_0=\chi_0+T+T\chi_0^{-1}T+\dots, \tag{12} \]

which has new poles where \(\det(\chi_0-T)=0\). It also captures part of the higher orders, and the part can be named. Define

\[ \Pi(\omega)=2\Phi^\dagger\chi_0^{-1}\Phi g. \tag{13} \]

Then \(\Pi^2=2\Phi^\dagger\chi_0^{-1}(2\Phi g\Phi^\dagger)\chi_0^{-1}\Phi g=\Pi\), and by cyclicity \(\operatorname{tr}\Pi=\operatorname{tr}[\chi_0^{-1}\,2\Phi g\Phi^\dagger]=N_G\). So \(\Pi\) is a projector of rank \(N_G\), in general not orthogonal, and \(\Pi\Phi^\dagger=\Phi^\dagger\) shows that its range is the set of vectors \(\Phi^\dagger u\) made by local potentials. Writing out both factors of \(T\),

\[ T\chi_0^{-1}T=2\Phi gK\,(2g\Phi^\dagger\chi_0^{-1}\Phi g)\,Kg\Phi^\dagger=2\Phi gK\,g\Pi\,Kg\Phi^\dagger, \]

so that (11) becomes

\[ f^{(2)}=\chi_0^{-1}\;2\Phi gK\,g(1-\Pi)\,Kg\Phi^\dagger\;\chi_0^{-1}. \tag{14} \]

After one scattering by \(W\) the pair feels the nonlocal potential \(Kg\Phi^\dagger u\). The Nanoquanta series keeps its projection on local potentials and drops the rest. On the chain at \(\omega=2+0.5i\) eV, (14) agrees with the second finite difference to \(9.5\times10^{-8}\) relative, the norm of \(f^{(2)}\) is 0.0235 of that of \(f^{(1)}\), and the norm of \(P_{NQ}-P\) grows at small \(\lambda\) with the power 2.018, as a leading error of order \(\lambda^2\) requires.

**Q.** Is there a case with a finite-range \(W\) where nothing is dropped?

**A.** When \(\Phi\) is square and invertible. Then \(\chi_0^{-1}=\tfrac12(\Phi^\dagger)^{-1}g^{-1}\Phi^{-1}\) and, from (6), \(P^{-1}=\tfrac12(\Phi^\dagger)^{-1}(g^{-1}-K)\Phi^{-1}\). Their difference is \(f=\tfrac12(\Phi^\dagger)^{-1}K\Phi^{-1}\), linear in \(W\) and static. Equation (10) gives the same, since the factors \(g^{-1}\Phi^{-1}\cdot\Phi g\) and \(g\Phi^\dagger\cdot(\Phi^\dagger)^{-1}g^{-1}\) cancel and the numbers multiply to \(\tfrac12\cdot2\cdot\tfrac12\). So \(f^{(1)}\) equals the full kernel to all orders in \(W\). For real orbitals \(\Phi\) has repeated columns once antiresonant transitions are kept, so this case needs the Tamm-Dancoff approximation (TDA), which deletes them from \(g\) and \(K\). The chain with one occupied orbital has four resonant transitions and \(N_G=4\): \(P_{NQ}\) matches the diagonalized TDA problem at full \(W\) to \(1.7\times10^{-15}\), and \(f^{(1)}\) changes by \(3.6\times10^{-15}\) relative between 1 and 3 eV, taken slightly above the real axis.

**Q.** And if the antiresonant partners are restored?

**A.** One real transition shows it in closed form. Take \(N_G=1\), \(\Phi=(\phi,\phi)\), \(g_1=1/(\omega-E)\), \(g_2=-1/(\omega+E)\), \(K_{11}=K_{22}=A\), \(K_{12}=K_{21}=B\). Then \(g_1+g_2=2E/(\omega^2-E^2)\), \(g_1g_2=-1/(\omega^2-E^2)\), and \(g_1^2+g_2^2=[(\omega+E)^2+(\omega-E)^2]/(\omega^2-E^2)^2=2(\omega^2+E^2)/(\omega^2-E^2)^2\). Hence

\[ \chi_0=\frac{4\phi^2E}{\omega^2-E^2},\qquad T=2\phi^2[A(g_1^2+g_2^2)+2Bg_1g_2]=4\phi^2\,\frac{A(\omega^2+E^2)-B(\omega^2-E^2)}{(\omega^2-E^2)^2}, \]

and dividing by \(\chi_0^2=16\phi^4E^2/(\omega^2-E^2)^2\),

\[ f^{(1)}=\frac{A(\omega^2+E^2)-B(\omega^2-E^2)}{4\phi^2E^2}. \tag{15} \]

A symbolic expansion of (7) for this \(2\times2\) problem confirms (15). For \(A=B\) it is the constant \(A/2\phi^2\) of the contact case. Otherwise it runs from \((A+B)/4\phi^2\) at \(\omega=0\) to \(A/2\phi^2\) at \(\omega=E\) and grows as \((A-B)\omega^2\). On the four-transition chain with coupling, \(f^{(1)}\) changes between 1 and 3 eV by 0.252 of its norm at 3 eV.

## Second half: poles, sign, bound excitons and a model crystal

**Q.** Restate what we carry forward, and then tell me what happens at a transition energy. \(T\) has double poles there, which looks fatal.

**A.** Transitions \(t=(n\to m)\) have signs \(s_t=\pm1\), energies \(E_t>0\) and \(g_t=1/(s_t\omega-E_t)\). The \(N_G\times N_t\) matrix \(\Phi\) holds the components of \(\psi_n^*\psi_m\) and has rank \(N_G\). \(K\) is the Hermitian matrix of \(-W\), negative definite if \(W>0\) everywhere. Further \(\chi_0=2\Phi g\Phi^\dagger\), \(T=2\Phi gKg\Phi^\dagger\), \(P=2\Phi[g^{-1}-K]^{-1}\Phi^\dagger\), the full kernel is \(f=\chi_0^{-1}-P^{-1}\), its first-order part is \(f^{(1)}=\chi_0^{-1}T\chi_0^{-1}\), \(P_{NQ}=\chi_0(\chi_0-T)^{-1}\chi_0\), and \(f^{(2)}\) is (14) with \(\Pi=2\Phi^\dagger\chi_0^{-1}\Phi g\). The factor \(\lambda\) scales \(W\).

The double poles cancel. Let \(t\) be a nondegenerate resonant transition, \(\phi\) its column of \(\Phi\), and \(\delta=\omega-E_t\) real. Write \(\chi_0=R+2\phi\phi^\dagger/\delta\) with \(R\) regular, and assume that \(R\) is invertible at \(E_t\) and \(\rho=\phi^\dagger R^{-1}\phi\neq0\). From \(\chi_0R^{-1}\phi=\phi\,(1+2\rho/\delta)\),

\[ \chi_0^{-1}\phi=\frac{\delta}{\delta+2\rho}\,R^{-1}\phi,\qquad \chi_0^{-1}=R^{-1}-\frac{2R^{-1}\phi\phi^\dagger R^{-1}}{\delta+2\rho}, \]

the second form being checked by multiplying with \(\chi_0\). Write \(f^{(1)}=2CKC^\dagger\) with \(C=\chi_0^{-1}\Phi g\). Column \(t\) of \(C\) is \(R^{-1}\phi/(\delta+2\rho)\), because \(g_t=1/\delta\) cancels the zero, and the other columns are finite because \(\chi_0^{-1}\) is. So \(f^{(1)}\) is finite at \(E_t\). The row \(a=\phi^\dagger C\) has \(a_t=\rho/(\delta+2\rho)\to\tfrac12\) and \(a_u=\delta\,\phi^\dagger R^{-1}\Phi_ug_u/(\delta+2\rho)\to0\) for \(u\neq t\). Therefore

\[ 2\phi^\dagger f^{(1)}(E_t)\,\phi=4\sum_{uu'}a_uK_{uu'}a_{u'}^*=K_{tt}. \tag{16} \]

One element of the strong matching survives, the diagonal one on shell. It is the one that counts at first order: the BSE poles solve \(\omega X=s(E+\lambda K)X\), so \(d\Omega/d\lambda=K_{tt}\), and the same perturbation theory applied to (5) gives \(2\phi^\dagger f^{(1)}(E_t)\phi\). For the lowest transition of the chain, \(E_t=3.0444\) eV, the finite-difference shift of the equation-of-motion eigenvalue and the left side of (16) are both −0.71526 eV.

Element-by-element matching fails in general, but matching after contraction to the density gives the Nanoquanta kernel, which is correct to first order in \(W\) and, under the stated conditions, finite at a nondegenerate transition energy. What remains is its behaviour where \(\chi_0\) cannot be inverted, its sign, its bound excitons, and the limit \(q\to0\) with a test on a model crystal.

All numerical values are calculated from the stated model.
